# Sputter Erosion as a Hamilton–Jacobi Equation: Rays, Edges and Facets, part 1

(Sections cited here and not found follow in the second part.)

## The situation

A copper layer covers a wafer with etched trenches. Argon ions fall vertically on it and remove copper atoms by sputtering. The upper lip of a trench, where the flat field turns down into the sidewall, starts out smoothly rounded. Suppose that the ion flux is uniform and that the sputter yield is a smooth function of the angle of incidence. Can such smooth ingredients turn a rounded lip into an inclined facet bounded by sharp edges, and what fixes the slopes of that facet?

## The vertical erosion rate

The trench is long and uniform in the $y$ direction, so the surface is a curve $z=h(x,t)$, with $z$ pointing up, out of the solid. Its slope is $p=h_x$; subscripts $x$ and $t$ denote partial derivatives. The ions travel straight down with flux $J$, counted per unit horizontal area. Since $h$ is single valued, no part of the surface shades another from this beam. The yield $Y$, the number of atoms removed per ion, is assumed to depend on the local angle of incidence $\theta$ alone. Each atom removed takes away a volume $\Omega$, and no atom lands again.

The unit normal pointing out of the solid is $(-p,1)/\sqrt{1+p^2}$. The angle between it and the vertical is $\theta$, so

$$\cos\theta=\frac{1}{\sqrt{1+p^2}},\qquad \tan\theta=|p| .$$

A tilted piece of surface has more area than its horizontal projection. The flux per unit surface area is therefore $J\cos\theta$, and the surface retreats along its normal at the speed

$$v_n=J\,\Omega\,Y(\theta)\cos\theta .$$

To find the change of height at fixed $x$, follow a point $(X,Z)$ that moves into the solid along the normal:

$$\dot X=\frac{v_n p}{\sqrt{1+p^2}},\qquad \dot Z=-\frac{v_n}{\sqrt{1+p^2}} .$$

The point stays on the surface, $Z=h(X,t)$, so $\dot Z=h_t+p\dot X$. Hence

$$h_t=\dot Z-p\dot X=-\frac{v_n(1+p^2)}{\sqrt{1+p^2}}=-v_n\sqrt{1+p^2}.$$

The square root cancels the cosine in $v_n$. What remains is

$$h_t+R(h_x)=0,\qquad R(p)=J\,\Omega\,Y(\arctan|p|). \tag{1}$$

This is a Hamilton–Jacobi equation, in which the slope plays the part of momentum and $R$ that of the Hamiltonian. The vertical rate is proportional to the yield itself: a column of given horizontal width receives the same number of ions per second whatever its slope.

The geometry was tested on the surface $h=8\sin(x/6)$, lengths in nm. Points were displaced along their normals for 1 ms and the height was read again at fixed $x$. The rate agreed with $R(p)$ to a relative error of $1.1\times10^{-5}$.

If the yield did not depend on angle, $R$ would be constant and any profile would sink without changing shape. The same holds for an added uniform vertical arrival of metal that sticks completely: it shifts $R$ by a constant and leaves its derivatives alone.

## Slopes travel on straight rays

While $h$ is smooth, differentiate (1) with respect to $x$. The order of derivatives may be exchanged, so $h_{tx}=p_t$, and the chain rule gives

$$p_t+R'(p)\,p_x=0. \tag{2}$$

Follow a moving position $x(t)$ with $\dot x=R'(p)$. The slope found there changes at the rate

$$\frac{dp}{dt}=p_t+\dot x\,p_x=p_t+R'(p)p_x=0 .$$

The slope is constant on this path. Then $R'(p)$ is constant too, and the path is a straight line in the $(x,t)$ plane, a characteristic or ray. The height along it obeys

$$\frac{dh}{dt}=h_t+p\,\dot x=pR'(p)-R(p).$$

Let a ray start at $x=\xi$, where the initial profile $h_0$ has slope $p_0(\xi)=h_0'(\xi)$. Integration gives

$$x=\xi+tR'(p_0),\qquad h=h_0(\xi)+t\,[\,p_0R'(p_0)-R(p_0)\,]. \tag{3}$$

A ray does not follow an atom. It follows the place where a given slope is found. Slopes near the angle of maximum yield have $R'$ near zero, so their places sink almost vertically. Where $R'$ is not small, the places drift sideways.

## When neighbouring rays cross

Two neighbouring rays that start $d\xi$ apart are separated at time $t$ by $(\partial x/\partial\xi)\,d\xi$, where (3) gives

$$\frac{\partial x}{\partial \xi}=1+t\,R''(p_0)\,p_0'(\xi).$$

The slope difference between them is still $p_0'\,d\xi$. Dividing it by the separation yields

$$p_x=\frac{p_0'}{1+t\,R''(p_0)\,p_0'} . \tag{4}$$

If $R''(p_0)p_0'\ge0$ everywhere, the denominator never falls below one, and no edge forms. Otherwise the profile stays smooth until

$$t_c=\frac{1}{\max_\xi\,[-R''(p_0)\,p_0'(\xi)]}. \tag{5}$$

Before $t_c$ the separation of neighbouring rays is positive everywhere, so each $x$ is reached by one ray. At $t_c$ the denominator in (4) vanishes on the ray where the maximum is attained, and $p_x$ diverges. If the bracket in (5) has several local maxima, each gives a local breaking time, valid if its ray has not been lost in another edge before.

At a lip the solid is convex and the slope falls with $x$, so $p_0'<0$. It sharpens where $R''>0$. In a valley $p_0'>0$, and sharpening needs $R''<0$. An angle-dependent yield is thus necessary for an edge in this model, but it is not sufficient. The sign of the curvature of $R$ must suit the sign of the curvature of the surface.

## A yield law with three ranges of slope

The angular dependence can be fitted by the Yamamura formula,

$$\frac{Y}{Y_0}=c^{\,f}e^{-\Sigma(c-1)},\qquad c=\frac1{\cos\theta}=\sqrt{1+p^2},$$

with $Y_0$ the yield at normal incidence. The power makes the yield rise with tilt; the exponential brings it down at grazing incidence. Take the round values $f=2$ and $\Sigma=1$, and write $R_0=J\Omega Y_0$. Then

$$R=R_0\,c^2e^{1-c}.$$

Since $dc/dp=p/c$,

$$R'=R_0(2c-c^2)e^{1-c}\,\frac pc=R_0\,p\,(2-c)\,e^{1-c}.$$

The maximum lies at $c=2$, which is $\theta=60^\circ$, with $R/R_0=4/e\approx1.47$. On a surface descending to the right, $p<0$. Slopes gentler than $60^\circ$ then have $R'<0$ and move left, towards the field. Steeper ones move right, towards the trench.

One more derivative uses $\frac{d}{dc}[(2-c)e^{1-c}]=(c-3)e^{1-c}$:

$$R''=R_0e^{1-c}\Big[2-c+\frac{p^2}{c}(c-3)\Big].$$

With $p^2=c^2-1$ the bracket becomes

$$\frac{2c-c^2+(c^2-1)(c-3)}{c}=\frac{c^3-4c^2+c+3}{c}. \tag{6}$$

The cubic equals $1$ at $c=1$, $-3$ at $c=2$ and $7$ at $c=4$, so it has at least two zeros above $c=1$. It also changes sign between $c=-1$, where it is $-3$, and $c=0$, where it is $3$. That accounts for all three roots. For $c\ge1$, $R$ is therefore convex at gentle slopes, concave in a range around the maximum, and convex again on steep walls. A lip that runs through all these slopes can sharpen at two places, one near the field and one near the wall. Between them the rays spread.

## The example lip before breaking

Take 200 eV argon ions at 1.0 mA/cm², which is $6.242\times10^{15}$ ions/cm²s or $62.42$ ions/nm²s. The atomic volume of copper is $0.01178$ nm³. With $Y_0=1.0$,

$$R_0=62.42\times0.01178\times1.0\approx0.735\ \text{nm/s}.$$

The wall stands at $85^\circ$, so its steepness is $P=\tan85^\circ=11.43$. The left lip is described by

$$h_0=-\frac{Pw}{2}\ln\!\big(1+e^{2x/w}\big),\qquad p_0=-\frac{P}{1+e^{-2x/w}},$$

with rounding length $w=5$ nm. Far to the left this is the flat field $h=0$; far to the right it is the wall $h=-Px$. Differentiating $p_0$ and expressing the result by $p_0$ itself gives

$$p_0'=\frac2w\,p_0\Big(1+\frac{p_0}{P}\Big)<0 .$$

The bracket in (5) has one maximum on each side of the $60^\circ$ slope. The upper one lies at $p_0=-0.369$, or $20.3^\circ$. There $p_0'=0.4\times(-0.369)\times(1-0.032)=-0.143$ nm⁻¹ and $R''=0.473$ nm/s, so

$$t_c=\frac{1}{0.473\times0.143}\approx14.8\ \text{s}.$$

The lower one lies at $p_0=-4.80$, or $78.2^\circ$, with $p_0'=-1.114$ nm⁻¹ and $R''=0.0896$ nm/s. It breaks earlier, at $t_c=10.0$ s. Here $R''$ is smaller, but the slope changes much faster with $x$.

Equation (1) was also solved directly on a grid up to 6.01 s, without using rays. The solution was then read at the predicted positions of three rays:

| ray | slope at start | slope at 6.01 s | $p_x$ at start | $p_x$ at 6.01 s |
|---|---|---|---|---|
| upper | −0.369 | −0.369 | −0.143 | −0.241 |
| middle | −1.399 | −1.399 | −0.491 | −0.219 |
| lower | −4.799 | −4.800 | −1.114 | −2.781 |

Here $p_x$ is in nm⁻¹. Equation (4) gives $-0.241$, $-0.219$ and $-2.784$. Each slope is carried unchanged, the outer rays converge and the middle ones spread.

## Which surface continues after crossing

After $t_c$, formula (3) assigns several heights to one $x$. Equation (1) does not choose among them, because it has no meaning at a kink. A further assumption is needed. Take a weak short-range smoothing proportional to the second derivative of the height:

$$h_t+R(h_x)=\varepsilon h_{xx},\qquad \varepsilon>0,$$

and let $\varepsilon\to0$. If the short-range process roughens the surface instead, what follows does not apply. Nor need it apply to smoothing by surface diffusion, which contains a fourth derivative and can select other edges, however weak it is.

Suppose that a smooth function $\phi$ touches the limiting surface from above at a point. After making the contact strict, $h-\phi$ has a local maximum near that point for small $\varepsilon$ too. There $h_t=\phi_t$, $h_x=\phi_x$ and $h_{xx}\le\phi_{xx}$, so $\phi_t+R(\phi_x)\le\varepsilon\phi_{xx}\to0$. Contact from below reverses the inequality. The limit therefore obeys

$$\text{above: }\phi_t+R(\phi_x)\le0,\qquad \text{below: }\phi_t+R(\phi_x)\ge0. \tag{7}$$

A continuous surface that obeys both is called a viscosity solution.

These conditions fix the surface. Let $u$ and $v$ start from the same $h_0$, with slopes and rates bounded by $K$, and let both obey (7). Suppose $u>v$ at some point before a time $T$. Maximize

$$u(x,t)-v(y,s)-\frac{(x-y)^2+(t-s)^2}{2\alpha}-\frac{\delta}{T-t}-\beta\sqrt{1+x^2}$$

over $x$, $y$, $0\le t<T$ and $s\ge0$, with small positive $\alpha,\beta,\delta$. The last term keeps the maximum at finite $x$. For small $\beta,\delta$ the maximum exceeds a positive number independent of $\alpha$. Comparing it with the value at $y=x$, $s=t$ shows that $|x-y|$ and $|t-s|$ are at most $4K\alpha$. If $t$ or $s$ were zero, $u-v$ would then be of order $\alpha$, too small; so both times are positive.

Put $a=(t-s)/\alpha$ and $b=(x-y)/\alpha$. At the maximum, $u$ is touched from above by a function with time derivative $a+\delta/(T-t)^2$ and slope $b+\beta e$, where $|e|\le1$. Likewise $v$ is touched from below by one with derivatives $a$ and $b$. Condition (7) gives

$$a+\frac{\delta}{(T-t)^2}+R(b+\beta e)\le0\le a+R(b),$$

hence $\delta/T^2\le\beta\max|R'|$. Choosing $\beta$ smaller than $\delta/(T^2\max|R'|)$ contradicts this. So $u\le v$, and exchanging the two gives $u=v$.

# Second half: edges and the facet between them

## Symbols and results carried over

The surface $h(x,t)$ has slope $p=h_x$ and obeys $h_t+R(h_x)=0$. The vertical rate is $R=R_0c^2e^{1-c}$ with $c=\sqrt{1+p^2}$ and $R_0=0.735$ nm/s. It depends on $|p|$ alone and is largest at $60^\circ$. It is convex at gentle slopes, concave around the maximum and convex on steep walls. A slope $p$ that starts at $\xi$ travels on the ray $x=\xi+R'(p)t$.

The example lip runs from the flat field, $p=0$, to a wall of slope $-P=-11.43$, with rounding length $w=5$ nm. Its rays first cross at 10.0 s near the wall and at 14.8 s near the field. After crossing, the surface selected by weak second-order smoothing is the one that obeys the touching conditions (7): a smooth function $\phi$ touching from above has $\phi_t+R(\phi_x)\le0$, and one touching from below has $\phi_t+R(\phi_x)\ge0$. There is one such surface with bounded slope and rate.

## The surface as an envelope of sinking lines

For a lip, $h_0$ is concave as a function: it lies below each of its tangent lines and is their lower envelope. The tangent line of slope $p$ is $A(p)+px$, with

$$A(p)=\max_x\,[h_0(x)-px]. \tag{8}$$

At the end slopes $0$ and $-P$ the maximum is approached at infinity, and $A=0$ there. As a maximum of functions linear in $p$, $A$ is convex.

A straight surface of slope $p$ sinks at the rate $R(p)$ and stays straight. This suggests letting each tangent line sink at its own rate and keeping the lowest:

$$h(x,t)=\min_{-P\le p\le0}\,[A(p)+px-R(p)t]. \tag{9}$$

At $t=0$ this returns $h_0$. It remains to show that it obeys both touching conditions.

**From below.** Let $\phi$ touch $h$ from below at $(x,t)$, and let the line of slope $p$ attain the minimum there. Near the point this line lies above $h$, hence above $\phi$, and all three agree at the point. So $\phi$ and the line have equal derivatives, $\phi_x=p$ and $\phi_t=-R(p)$. Then $\phi_t+R(\phi_x)=0$, as allowed.

**From above.** Let $\phi$ touch $h$ from above at $(x,t)$ with $\phi_x=a$ and $\phi_t=b$. In (9), $h$ is a minimum of functions linear in $x$ and $t$ together, so it is concave in both. A concave function touched from above by $\phi$ lies below the tangent plane of $\phi$ at that point. Apply this at time zero and any position $x'$:

$$h_0(x')\le h(x,t)+a(x'-x)-bt .$$

Move $ax'$ to the left and take the maximum over $x'$. By (8),

$$A(a)\le h(x,t)-ax-bt .$$

The left side is finite, so $a$ lies between $-P$ and $0$, and (9) bounds the height by $h(x,t)\le A(a)+ax-R(a)t$. Inserting this gives

$$A(a)\le A(a)-R(a)t-bt,$$

or $b+R(a)\le0$ for $t>0$. This is the second condition. Equation (9) is therefore the surface selected by weak second-order smoothing, before and after crossing. The proof needs a concave $h_0$; it does not cover a profile that also contains valleys.

For a concave initial lip, the surface selected by weak second-order smoothing is the lower envelope (9) of sinking tangent lines, both before and after rays cross. It remains to find how edges move on this envelope, which slopes survive on the facet between them, and how effects left out of the model could change the result.

Numerical values quoted here were computed with a short program.
